\section*{Phosphorus donor lines and the Pb range in spin resonance}

\section{Problem}

An oxidised silicon wafer doped with phosphorus is placed in a spin resonance spectrometer. The microwave frequency is held at $\nu=9.5$ GHz while the magnetic field $B$ is swept. Two kinds of unpaired electron contribute.

\begin{itemize}
\item Each neutral phosphorus donor holds an electron with $g_P=1.9985$. The donors give two lines, whose resonance fields differ by $a=4.2$ mT.
\item The Pb centre is a silicon dangling bond at the interface with the oxide. Depending on the direction of the field, its $g$ value lies between $g_{\min}=2.0014$ and $g_{\max}=2.0087$.
\end{itemize}

(a) Find the fields of the two donor lines and of the Pb range. Does the whole Pb range lie between the donor lines? (b) Is the answer the same at 34 GHz?

The question concerns line centres. The Pb centres considered are those whose central silicon atom and neighbouring silicon atoms have no nuclear spin.

\section{A tempting solution}

A spin resonates when the microwave quantum equals its Zeeman splitting,
\begin{equation}
h\nu=g\mu_B B ,\qquad B=\frac{h\nu}{g\mu_B}. \label{zeeman}
\end{equation}
With $\mu_B/h=13.99624$ GHz/T, the common factor is $h\nu/\mu_B=678.753$ mT. The donor is therefore found at
\begin{equation}
\frac{678.753\ \text{mT}}{1.9985}=339.631\ \text{mT},
\end{equation}
and its second line follows 4.2 mT higher, at 343.831 mT. Every Pb centre has a larger $g$ than the donor, so it resonates at a lower field. Both donor lines then lie above the Pb range, and there is no bracketing. Since the order of the $g$ values does not depend on frequency, the same holds at 34 GHz.

\section{Where it goes wrong}

The division is correct, but no donor line lies at 339.631 mT. Equation \eqref{zeeman} describes an electron that feels the applied field alone. The donor electron also feels the magnetic moment of the phosphorus nucleus. This nucleus has spin $1/2$, with projection $m_I=+1/2$ in some donors and $-1/2$ in others. One orientation helps the applied field and the other opposes it. The $g$ value thus marks the middle of the pair, and one line is displaced to each side.

The argument from the order of the $g$ values fails for the same reason. It compares the Pb lines with the middle of the pair, whereas the question is about its ends.

\section{The lines to first order}

\subsection{The donor}

Let $A$ be the hyperfine energy, taken as positive and independent of direction. When the Zeeman energy is much larger than $A$, the coupling reduces to $A\,m_S m_I$, where $m_S=\pm1/2$ is the electron spin projection. The energy is
\begin{equation}
\mathcal E=g_P\mu_B B\,m_S+A\,m_S m_I .
\end{equation}
The microwave field turns the electron spin and leaves the nuclear spin alone. Hence $m_S$ changes by one at fixed $m_I$, and
\begin{equation}
h\nu=g_P\mu_B B+A\,m_I .
\end{equation}
Solving for the field, with $B_0=h\nu/(g_P\mu_B)$, gives
\begin{equation}
B=B_0-\frac{A}{g_P\mu_B}\,m_I .
\end{equation}
The two values of $m_I$ differ by one, so the lines are $A/(g_P\mu_B)$ apart. To this order that distance is $a$, and
\begin{equation}
B_{\rm lo}=B_0-\frac a2,\qquad B_{\rm hi}=B_0+\frac a2 . \label{first}
\end{equation}
A negative $A$ would only exchange the nuclear labels of the two lines. The numbers are
\begin{align}
B_{\rm lo}&=339.631-2.1=337.531\ \text{mT},\\
B_{\rm hi}&=339.631+2.1=341.731\ \text{mT}.
\end{align}

\subsection{The Pb range}

Take the ends of the Pb range as the principal values of an axial $g$ tensor: $g_{\min}$ for a field along the dangling bond and $g_{\max}$ for a field perpendicular to it. For a field at angle $\theta$ to the bond, the electron energy is
\begin{equation}
H_{\rm Pb}=\mu_B B\,(g_{\min}\cos\theta\,S_z+g_{\max}\sin\theta\,S_x).
\end{equation}
This is a spin $1/2$ in an effective field with perpendicular components proportional to $g_{\min}\cos\theta$ and $g_{\max}\sin\theta$. Its level splitting is $g(\theta)\mu_B B$, where
\begin{align}
g(\theta)^2&=g_{\min}^2\cos^2\theta+g_{\max}^2\sin^2\theta\\
&=g_{\min}^2+(g_{\max}^2-g_{\min}^2)\sin^2\theta .
\end{align}
As $\theta$ goes from $0$ to $90^\circ$, $g$ rises steadily from $g_{\min}$ to $g_{\max}$. No direction gives a value outside these limits, so it is enough to locate the two edges:
\begin{align}
B(g_{\max})&=\frac{678.753}{2.0087}=337.907\ \text{mT},\\
B(g_{\min})&=\frac{678.753}{2.0014}=339.139\ \text{mT}.
\end{align}

\subsection{Answer to (a)}

The order of the fields is
\begin{equation}
337.531<337.907<339.139<341.731\quad\text{(mT)}.
\end{equation}
The whole Pb range lies between the donor lines. The margins are very unequal: 0.375 mT on the low-field side and 2.592 mT on the high-field side. The Pb range lies entirely below the middle of the donor pair, as the order of the $g$ values requires, but less than $a/2$ below it.

\section{Does the small margin survive a full treatment?}

A margin of 0.375 mT is about a tenth of the splitting, so the first-order formula deserves a check. The full coupling is $A\,\mathbf S\cdot\mathbf I$. Write $X=g_P\mu_B B$ and $E=h\nu$, and leave out the very small Zeeman energy of the nucleus for now:
\begin{equation}
H=X S_z+A\left[S_zI_z+\tfrac12(S_+I_-+S_-I_+)\right].
\end{equation}
In the states $|m_S,m_I\rangle$, written with arrows, the last bracket connects only $|\!\uparrow\downarrow\rangle$ and $|\!\downarrow\uparrow\rangle$, with matrix element $A/2$. The other two states keep the energies
\begin{equation}
\mathcal E_{\uparrow\uparrow}=\frac X2+\frac A4,\qquad
\mathcal E_{\downarrow\downarrow}=-\frac X2+\frac A4 .
\end{equation}
The connected pair has diagonal energies $-A/4\pm X/2$. Diagonalizing this two-by-two block gives
\begin{equation}
\mathcal E_\pm=-\frac A4\pm\frac12\sqrt{X^2+A^2}.
\end{equation}
At high field the upper state is nearly $|\!\uparrow\downarrow\rangle$ and the lower one nearly $|\!\downarrow\uparrow\rangle$. The transitions that turn the electron spin are therefore
\begin{align}
E&=\mathcal E_{\uparrow\uparrow}-\mathcal E_-=\frac X2+\frac A2+\frac12\sqrt{X^2+A^2},\\
E&=\mathcal E_+-\mathcal E_{\downarrow\downarrow}=\frac X2-\frac A2+\frac12\sqrt{X^2+A^2}.
\end{align}
The first needs the smaller $X$ and is the low-field line. Let $W=E-A/2$ for this line and $W=E+A/2$ for the other. Both conditions become $2W-X=\sqrt{X^2+A^2}$. Squaring removes the root, and $X^2$ cancels:
\begin{equation}
4W^2-4WX=A^2\quad\Rightarrow\quad X=W-\frac{A^2}{4W}. \label{X}
\end{equation}
This solves the unsquared equation too, because $2W-X=W+A^2/(4W)$ is positive.

The measured quantity is the splitting in field, $D=g_P\mu_B a$. Subtracting the two solutions gives
\begin{align}
D&=A-\frac{A^2}{4}\left(\frac1{E+A/2}-\frac1{E-A/2}\right)\\
&=A+\frac{A^3}{4E^2-A^2}=\frac{4E^2A}{4E^2-A^2}. \label{D}
\end{align}
Multiplying out yields $DA^2+4E^2A-4E^2D=0$, whose positive root is
\begin{equation}
A=\frac{2E}{D}\left(\sqrt{E^2+D^2}-E\right).
\end{equation}
The result is $A/h=117.48$ MHz. The midpoint is half the sum of the solutions \eqref{X}:
\begin{equation}
X_c=E-\frac{A^2}{8}\left(\frac1{E-A/2}+\frac1{E+A/2}\right)
=E-\frac{A^2E}{4E^2-A^2}.
\end{equation}
Since $A\ll E$, the denominator is close to $4E^2$ and $A$ is close to $D$. The midpoint is then $E-D^2/(4E)$, or in field
\begin{equation}
B_c-B_0\simeq-\frac{a^2}{4B_0}=-\frac{4.2^2}{4\times339.631}\ \text{mT}=-0.0130\ \text{mT}. \label{shift}
\end{equation}
Numerical diagonalization of the four-state Hamiltonian gives the same shift to the digits shown. The lines move to 337.518 and 341.718 mT. The correction lowers both, which widens the critical low-field margin to 0.388 mT and narrows the other to 2.579 mT. The answer to (a) stands.

Two further small effects can be compared with this margin. The Zeeman energy of the nucleus, with a nuclear $g$ factor of roughly 2.26, moves the lines by about $8\times10^{-6}$ mT. Rounding of the data matters more. If $g_P$ and $g_{\max}$ are each uncertain by $0.00005$ and the splitting by 0.05 mT, the worst combination still leaves 0.346 mT.

\section{Answer to (b): the frequency limit}

The distance between two lines of different $g$ grows in proportion to the frequency. The hyperfine displacement stays near $a/2$, because $A$ is a property of the donor. At a high enough frequency the Pb edge at $g_{\max}$ must therefore pass below the low donor line.

To find where this happens, keep $A$ fixed and put $r=g_P/g_{\max}$. At the field of this Pb edge, $X=g_P\mu_B B=rE$. The low donor line lies below the edge if
\begin{equation}
W-\frac{A^2}{4W}<rE,\qquad W=E-\frac A2 .
\end{equation}
For $E>A$, which is needed for this line to occur at a positive field, $W$ is positive. Multiply by it and use $W^2-A^2/4=E(E-A)$:
\begin{equation}
E(E-A)<rE\left(E-\frac A2\right).
\end{equation}
Dividing by $E$ and collecting terms gives
\begin{equation}
E(1-r)<A\left(1-\frac r2\right)\quad\Rightarrow\quad
h\nu<h\nu^*=A\,\frac{1-r/2}{1-r}. \label{limit}
\end{equation}
Here $1-r=0.0102/2.0087=0.00508$, and $\nu^*=11.63$ GHz. The first-order lines \eqref{first} would give $A/[2h(1-r)]=11.57$ GHz. Because $1-r$ is a small difference, the limit is sensitive to the data: the rounding assumed above moves $\nu^*$ between about 11.4 and 11.9 GHz, much more than the gap between these two values. The working frequency of 9.5 GHz is below the limit, but not far below it.

The upper bracket has no such limit. With $r'=g_P/g_{\min}$ and $W=E+A/2$, the same steps turn the condition $X>r'E$ into
\begin{equation}
E+A>r'\left(E+\frac A2\right),
\end{equation}
which holds for every $E>0$ because $r'<1$ and $A>0$.

At 34 GHz the donor lines are at 1213.42 and 1217.62 mT, while the Pb range runs from 1209.35 to 1213.76 mT. The low donor line now falls inside the Pb range, close to its upper edge, so the answer to (b) is no. The Pb range has also become 4.41 mT wide, more than the donor splitting, so no displacement of the pair could make it enclose the range.

This exposes a second trap. At 9.5 GHz one may assign the low donor line an apparent value $h\nu/(\mu_B B)=2.0110$, which exceeds $g_{\max}$ and correctly indicates bracketing. At 34 GHz the same line has the apparent value $34/(13.99624\times1.21342)=2.0020$. An apparent $g$ that contains a hyperfine displacement cannot be carried from one frequency to another.

\section{The donor pair as a field ruler}

Where the bracketing holds, the donor lines can serve to calibrate the field between them. Measured from the low line in units of the splitting, the Pb range starts at $0.388/4.2=0.092$ and ends at $(339.139-337.518)/4.2=0.386$.

The known splitting fixes field differences only. If the fields themselves are read on an absolute scale, the frequency is not needed to obtain an unknown $g$. Both $g_P\mu_B B_0$ and $g\mu_B B$ equal $h\nu$, hence
\begin{equation}
g=g_P\,\frac{B_0}{B}.
\end{equation}
The spectrum shows the midpoint $B_c$, not $B_0$. Using $B_c$ uncorrected changes the result by
\begin{equation}
\delta g\simeq g\,\frac{B_c-B_0}{B_0}=2.0087\times\frac{-0.0130}{339.631}=-7.7\times10^{-5}
\end{equation}
at the edge $g_{\max}$. This is nearly one unit in the fourth decimal, so when $g$ is quoted to four decimals, the midpoint should first be corrected to $B_0\simeq B_c+0.0130$ mT. An uncertainty of $0.00005$ in $g_P$ passes on to $g$ in nearly the same size and remains after this correction.

\section{What a real wafer changes}

Real lines have width. Take rough peak-to-peak widths of the derivative signal of 0.25 mT for the donor and 0.40 mT for Pb, and assume Gaussian absorption lines. The slope of a Gaussian is extreme at one standard deviation $\sigma$ on either side of its centre, so $\sigma$ is half the quoted width. At a distance of 0.388 mT the absorption has fallen to the fraction $\exp[-0.388^2/(2\sigma^2)]$ of its peak. This is roughly 0.01 for the donor and roughly 0.15 for a Pb line at $g_{\max}$. The recorded derivative overlaps more strongly: at this distance the slope of the Pb line is still about half of its extreme value. These fractions refer each line to its own peak, whereas the donors fill the bulk and the Pb centres only the interface. For a wafer 0.5 mm thick with $10^{16}$ donors per cm$^3$ and roughly $10^{13}$ Pb centres per cm$^2$, and without saturation, each donor line holds 25 times as many spins as the Pb line, and its slope at a Pb centre at $g_{\max}$ is about 2.6 times the extreme slope of that Pb line. The centres are in the stated order, but the lines overlap, and a fit should include both.

A small part of the Pb signal lies outside the bracket. In natural silicon roughly one atom in twenty is silicon-29, which has nuclear spin $1/2$. A Pb centre on such an atom gives two satellites. With rough splittings of 16 mT at $g_{\min}$ and 9 mT at $g_{\max}$, they appear to first order near 331 and 347 mT, and near 333 and 342 mT. All four are outside the donor pair, which is why these centres were excluded at the start. The closest is roughly 0.7 mT beyond the high donor line in this estimate, and second-order shifts reduce that distance to roughly 0.6 mT. Silicon-29 on a neighbouring atom gives a smaller splitting, but any splitting above twice the low-field margin, about 0.78 mT, puts the lower satellite of a line at $g_{\max}$ below the low donor line. Such centres were excluded for that reason.

Temperature decides whether the donor lines are there at all, since an ionized donor has no unpaired electron. Let $N_D$ be the donor density, $n$ the electron density in the conduction band, $N_c$ the effective density of states of that band and $E_b$ the binding energy. For a Fermi level $\mu$ measured from the band edge, $n=N_c e^{\mu/k_BT}$. The ratio of neutral to ionized donors is $2e^{(\mu+E_b)/k_BT}$, where the 2 counts the spin states of the bound electron. Eliminating $\mu$, and setting the ionized density equal to $n$, as neutrality requires when there are no acceptors, gives
\begin{equation}
\frac{n^2}{N_D-n}=\frac{N_c}{2}\,e^{-E_b/k_BT}.
\end{equation}
Take $N_D=10^{16}$ cm$^{-3}$, with rough values $E_b=45$ meV and $N_c=2.8\times10^{19}$ cm$^{-3}$ at 300 K, scaling as $T^{3/2}$. The neutral fraction is then above 0.999 at 20 K and about 0.004 at 300 K. The model leaves out the excited states of the bound electron, which raise the room-temperature fraction to roughly 0.02 to 0.05, depending on how many are counted, so that most donors remain ionized. It also leaves out acceptors, each of which takes an electron from a donor and keeps it ionized even at 20 K, and the broadening of the lines by faster spin relaxation on warming. The donor ruler therefore belongs to low-temperature measurements and is nearly absent at room temperature. It also needs donors that are isolated from one another and lie outside any depleted layer. The Pb signal has a condition of its own: a centre that has captured a second electron from the donors has no unpaired spin and gives no line.

\section*{Values computed for the example and the checks}
\begin{verbatim}
microwave frequency: 9.5 GHz
donor g: 1.9985
donor splitting: 4.2 mT
Pb smallest g: 2.0014
Pb largest g: 2.0087
Bohr magneton / h: 13.99624 GHz/T
h nu / mu_B: 678.753 mT
donor centre B0: 339.631 mT
low donor line, first order: 337.531 mT
high donor line, first order: 341.731 mT
Pb edge at largest g: 337.907 mT
Pb edge at smallest g: 339.139 mT
low gap, first order: 0.375 mT
high gap, first order: 2.592 mT
hyperfine constant A/h: 117.48 MHz
midpoint shift, diagonalization: -0.0130 mT
midpoint shift, -a^2/(4 B0): -0.0130 mT
low donor line, full: 337.518 mT
high donor line, full: 341.718 mT
low gap, full: 0.388 mT
high gap, full: 2.579 mT
apparent g of low donor line: 2.0110
apparent g of high donor line: 1.9863
Pb range starts at fraction of interval: 0.092
Pb range ends at fraction of interval: 0.386
limiting frequency, first order: 11.57 GHz
limiting frequency, closed form: 11.63 GHz
limiting frequency, numerical: 11.63 GHz
comparison frequency: 34.0 GHz
  low donor line there: 1213.42 mT
  high donor line there: 1217.62 mT
  Pb edge, largest g, there: 1209.35 mT
  Pb edge, smallest g, there: 1213.76 mT
g error if midpoint is uncorrected: -0.000077
nuclear Zeeman line shift: 8.0e-06 mT
low gap, worst input rounding: 0.346 mT
rough donor width, peak to peak: 0.25 mT
rough Pb width, peak to peak: 0.40 mT
donor tail at Pb edge / donor peak: 0.008
Pb tail at donor line / Pb peak: 0.152
rough Si-29 splitting, smallest g: 16 mT
rough Si-29 splitting, largest g: 9 mT
Si-29 satellites: 331.1, 333.4, 342.4, 347.1 mT
rough donor binding energy: 45 meV
donor density: 1e+16 cm^-3
rough band density of states, 300 K: 2.8e+19 cm^-3
neutral donor fraction at 20 K: 0.99999
neutral donor fraction at 300 K: 0.0040
\end{verbatim}
